# The parity-violating 2s–2p1/2 contact matrix element and its Z⁴ law: a numerical check

```python
"""
Parity-violating contact interaction between 2s(1/2) and 2p(1/2), one electron.
Result under test (atomic units, infinitely heavy nucleus, leading order):
  H = G_F*alpha*Q_W/(4 sqrt2) * {sigma.p, delta(r)}
  <2s1/2 m|H|2p1/2 m> = G_F*alpha*Q_W/(4 sqrt2) * K
  K = 3i R_2s(0) R_2p'(0)/(4 pi) = i sqrt3 Z^4/(16 pi)
G_F: Fermi constant, Q_W: weak charge, Z: nuclear charge, R_nl: radial functions,
K: matrix element of the anticommutator {sigma.p, delta}.
The delta function is represented by a uniform ball whose radius tends to zero.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_laguerre, gamma as gamma_fn
from sympy.physics.hydrogen import R_nl
from sympy.physics.quantum.cg import CG

alpha = const.fine_structure
c_au = 1 / alpha
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
fermi_gev = const.physical_constants["Fermi coupling constant"][0]
fermi_si = fermi_gev * (const.hbar * const.c) ** 3 / (1e9 * const.e) ** 2
fermi_au = fermi_si / (hartree * bohr**3)
prefactor = fermi_au * alpha / (4 * np.sqrt(2))


def origin_coefficient(Z, l, state, beta=1.1, size=25):
    """Diagonalize the radial Hamiltonian; return lim R(r)/r^l at r = 0."""
    nodes, weights = roots_laguerre(45)
    r = nodes / (2 * beta)
    w = weights / (2 * beta)
    value, slope, at_zero = [], [], []
    for k in range(size):
        lag = eval_genlaguerre(k, 2 * l + 2, nodes)
        dlag = -eval_genlaguerre(k - 1, 2 * l + 3, nodes) if k else 0 * nodes
        v = r ** (l + 1) * lag
        dv = (l + 1) * r**l * lag + 2 * beta * r ** (l + 1) * dlag - beta * v
        norm = np.sqrt(np.sum(w * v * v))
        value.append(v / norm)
        slope.append(dv / norm)
        at_zero.append(eval_genlaguerre(k, 2 * l + 2, 0.0) / norm)
    value, slope = np.array(value), np.array(slope)
    potential = l * (l + 1) / (2 * r**2) - Z / r
    ham = 0.5 * (slope * w) @ slope.T + (value * w * potential) @ value.T
    overlap = (value * w) @ value.T
    energy, vec = eigh(ham, overlap)
    assert abs(energy[state] + Z**2 / 8) < 1e-7
    return abs(np.dot(vec[:, state], at_zero))


# Explicit Cartesian spinors, built with Clebsch-Gordan coefficients
x, y, z = sp.symbols("x y z", real=True)
Zs = sp.Symbol("Z", positive=True)
radius = sp.sqrt(x**2 + y**2 + z**2)
half = sp.Rational(1, 2)
solid = {0: sp.sqrt(3 / (4 * sp.pi)) * z,
         1: -sp.sqrt(3 / (8 * sp.pi)) * (x + sp.I * y),
         -1: sp.sqrt(3 / (8 * sp.pi)) * (x - sp.I * y)}


def s_spinor(m):
    f = R_nl(2, 0, radius, Zs) / sp.sqrt(4 * sp.pi)
    return [f, sp.Integer(0)] if m > 0 else [sp.Integer(0), f]


def p_spinor(j, m):
    f = R_nl(2, 1, radius, Zs) / radius
    parts = []
    for spin in (half, -half):
        q = int(m - spin)
        if abs(q) > 1:
            parts.append(sp.Integer(0))
        else:
            parts.append(CG(1, q, half, spin, j, m).doit() * solid[q] * f)
    return parts


def sigma_p(spinor):
    u, d = spinor
    upper = sp.diff(u, z) + sp.diff(d, x) - sp.I * sp.diff(d, y)
    lower = sp.diff(u, x) + sp.I * sp.diff(u, y) - sp.diff(d, z)
    return [-sp.I * upper, -sp.I * lower]


def numeric(spinor):
    return sp.lambdify((x, y, z, Zs), spinor + sigma_p(spinor), "numpy")


s_states = {m: numeric(s_spinor(m)) for m in (half, -half)}
p_states = {(j, m): numeric(p_spinor(j, m))
            for j in (half, 3 * half)
            for m in [-j + k for k in range(int(2 * j) + 1)]}


def ball_terms(Z, ball, m_s, key_p):
    """Both orderings of {sigma.p, density}, by quadrature over the ball."""
    gr, wr = np.polynomial.legendre.leggauss(10)
    gc, wc = np.polynomial.legendre.leggauss(6)
    phi = 2 * np.pi * (np.arange(8) + 0.5) / 8
    r, ct, ph = np.meshgrid(ball * (gr + 1) / 2, gc, phi, indexing="ij")
    w = (wr * ball / 2)[:, None, None] * wc[None, :, None] * (2 * np.pi / 8)
    w = w * r**2 * 3 / (4 * np.pi * ball**3)
    st = np.sqrt(1 - ct**2)
    point = (r * st * np.cos(ph), r * st * np.sin(ph), r * ct, Z)
    s_val, p_val = s_states[m_s](*point), p_states[key_p](*point)
    direct = sum(np.conj(s_val[i]) * p_val[i + 2] for i in (0, 1))
    swapped = sum(np.conj(s_val[i + 2]) * p_val[i] for i in (0, 1))
    return np.sum(w * direct), np.sum(w * swapped)


def contact_formula(Z):
    return 1j * np.sqrt(3) * Z**4 / (16 * np.pi)


# Origin values from diagonalization, matrix elements from 3D quadrature
charges = [1, 2, 3, 4]
s_values, p_slopes, elements = [], [], []
for Z in charges:
    s0 = origin_coefficient(Z, 0, 1)
    p1 = origin_coefficient(Z, 1, 0)
    assert abs(s0 / (Z**1.5 / np.sqrt(2)) - 1) < 1e-6
    assert abs(p1 / (Z**2.5 / (2 * np.sqrt(6))) - 1) < 1e-6
    ball = 1e-3 / Z
    big = sum(ball_terms(Z, ball, half, (half, half)))
    small = sum(ball_terms(Z, ball / 2, half, (half, half)))
    limit = 2 * small - big  # removes the error linear in the ball radius
    assert abs(limit / contact_formula(Z) - 1) < 5e-6
    assert abs(limit / (3j * s0 * p1 / (4 * np.pi)) - 1) < 5e-6
    s_values.append(s0)
    p_slopes.append(p1)
    elements.append(limit)
power = np.polyfit(np.log(charges), np.log(np.abs(elements)), 1)[0]
assert abs(power - 4) < 1e-5

# Selection rules: diagonal in m, equal for both m, zero for j = 3/2
reference = sum(ball_terms(1, 1e-3, half, (half, half)))
largest_forbidden = 0.0
for m_s in s_states:
    for key in p_states:
        found = sum(ball_terms(1, 1e-3, m_s, key))
        if key == (half, m_s):
            assert abs(found / reference - 1) < 1e-10
        else:
            largest_forbidden = max(largest_forbidden, abs(found / reference))
assert largest_forbidden < 1e-10

# The swapped ordering dies linearly; the total has the factor 1 - Z*radius
swap_big = ball_terms(1, 1e-3, half, (half, half))[1]
swap_small = ball_terms(1, 5e-4, half, (half, half))[1]
swap_ratio = abs(swap_big / swap_small)
assert abs(swap_ratio - 2) < 5e-3
size_slope = (reference / contact_formula(1) - 1).real / 1e-3
assert abs(size_slope + 1) < 1e-2


def dirac_state(Z, kappa):
    """n = 2, |kappa| = 1: P, Q = r^g exp(-lam r) * (linear polynomials)."""
    g = np.sqrt(1 - (Z * alpha) ** 2)
    ratio2 = (Z * alpha / (1 + g)) ** 2
    root = np.sqrt(1 + ratio2)
    eps = -c_au**2 * ratio2 / (root * (1 + root))
    lam = np.sqrt(-eps * (2 + eps / c_au**2))
    up, za = (eps + 2 * c_au**2) / c_au, Z / c_au
    # unknowns: P0, P1, Q0, Q1; rows: powers of r in both radial equations
    system = np.array([
        [g + kappa, 0, -za, 0],
        [-lam, g + 1 + kappa, -up, -za],
        [0, -lam, 0, -up],
        [za, 0, g - kappa, 0],
        [eps / c_au, za, -lam, g + 1 - kappa],
        [0, eps / c_au, 0, -lam]])
    _, singular, vh = np.linalg.svd(system)
    assert singular[-1] < 1e-8 * singular[-2]
    coef = vh[-1]
    norm = 0.0
    for a, b in (coef[:2], coef[2:]):
        for k, factor in enumerate((a * a, 2 * a * b, b * b)):
            t = 2 * g + k + 1
            norm += factor * gamma_fn(t) / (2 * lam) ** t
    sign = np.sign(coef[0] if kappa < 0 else coef[1])
    return g, lam, sign * coef / np.sqrt(norm)


def dirac_ball(Z, ball):
    """Ball average of gamma5, expressed as an equivalent value of K."""
    gr, wr = np.polynomial.legendre.leggauss(60)
    r, w = ball * (gr + 1) / 2, wr * ball / 2
    functions = []
    for kappa in (-1, 1):
        g, lam, a = dirac_state(Z, kappa)
        common = r**g * np.exp(-lam * r)
        functions += [common * (a[0] + a[1] * r), common * (a[2] + a[3] * r)]
    Ps, Qs, Pp, Qp = functions
    density = 3 / (4 * np.pi * ball**3)
    return 2j * c_au * np.sum(w * density * (Ps * Qp - Qs * Pp))


ball_fm = 3.0
ball_au = ball_fm * 1e-15 / bohr
rel_factor = {}
for Z in (1, 2, 5, 10):
    nonrel = sum(ball_terms(Z, ball_au, half, (half, half)))
    quotient = dirac_ball(Z, ball_au) / nonrel
    assert abs(quotient.imag) < 1e-10
    rel_factor[Z] = quotient.real
assert 0 < rel_factor[1] - 1 < 2e-3
growth = (rel_factor[2] - 1) / (rel_factor[1] - 1)
assert 3.3 < growth < 4.0  # (Z alpha)^2 times a slowly falling logarithm

# First-order mixing against diagonalization of a two-level Hamiltonian
coupling = 1e-3
_, vectors = np.linalg.eigh(np.array([[1, 1j * coupling], [-1j * coupling, 0]]))
s_like = vectors[:, 1]
assert abs(s_like[1] / s_like[0] + 1j * coupling) < 1e-8

element_h = prefactor * abs(elements[0])
element_hz = element_h * hartree / const.h
splitting_hz = 1e9

print(f"Fermi constant: {fermi_gev:.7e} GeV^-2")
print(f"Fermi constant: {fermi_au:.5e} hartree bohr^3")
print(f"fine-structure constant: {alpha:.7e}")
print(f"prefactor G_F alpha/(4 sqrt2): {prefactor:.5e} atomic units")
for Z, s0, p1, K in zip(charges, s_values, p_slopes, elements):
    print(f"Z={Z}: R_2s(0) = {s0:.6f} bohr^-3/2")
    print(f"Z={Z}: R_2p'(0) = {p1:.6f} bohr^-5/2")
    print(f"Z={Z}: Im K by quadrature = {K.imag:.6f} bohr^-4")
    print(f"Z={Z}: Im K by formula = {contact_formula(Z).imag:.6f} bohr^-4")
    print(f"Z={Z}: Im M/Q_W = {prefactor * K.imag:.4e} hartree")
print(f"fitted power of Z: {power:.6f}")
print(f"Z=1: |M/Q_W| = {element_h * hartree / const.e:.4e} eV")
print(f"Z=1: |M/Q_W|/h = {element_hz:.4e} Hz")
print(f"chosen 2s-2p1/2 splitting: {splitting_hz / 1e9:.1f} GHz")
print(f"Z=1: mixing amplitude per Q_W = {element_hz / splitting_hz:.3e}")
print(f"largest forbidden/allowed element: {largest_forbidden:.1e}")
print(f"swapped term, ratio on doubling ball radius: {swap_ratio:.4f}")
print(f"finite-size slope in Z*radius: {size_slope:.4f}")
print(f"ball radius for Dirac test: {ball_fm:.1f} fm = {ball_au:.4e} bohr")
for Z, factor in rel_factor.items():
    print(f"Z={Z}: Dirac/nonrelativistic factor = {factor:.6f}")
print(f"growth of relativistic excess, Z=1 to 2: {growth:.3f}")
print("done: every assertion held")
```

Printed output:

```
Fermi constant: 1.1663787e-05 GeV^-2
Fermi constant: 2.22252e-14 hartree bohr^3
fine-structure constant: 7.2973526e-03
prefactor G_F alpha/(4 sqrt2): 2.86705e-17 atomic units
Z=1: R_2s(0) = 0.707107 bohr^-3/2
Z=1: R_2p'(0) = 0.204124 bohr^-5/2
Z=1: Im K by quadrature = 0.034458 bohr^-4
Z=1: Im K by formula = 0.034458 bohr^-4
Z=1: Im M/Q_W = 9.8793e-19 hartree
Z=2: R_2s(0) = 2.000000 bohr^-3/2
Z=2: R_2p'(0) = 1.154701 bohr^-5/2
Z=2: Im K by quadrature = 0.551329 bohr^-4
Z=2: Im K by formula = 0.551329 bohr^-4
Z=2: Im M/Q_W = 1.5807e-17 hartree
Z=3: R_2s(0) = 3.674235 bohr^-3/2
Z=3: R_2p'(0) = 3.181981 bohr^-5/2
Z=3: Im K by quadrature = 2.791102 bohr^-4
Z=3: Im K by formula = 2.791103 bohr^-4
Z=3: Im M/Q_W = 8.0022e-17 hartree
Z=4: R_2s(0) = 5.656854 bohr^-3/2
Z=4: R_2p'(0) = 6.531973 bohr^-5/2
Z=4: Im K by quadrature = 8.821260 bohr^-4
Z=4: Im K by formula = 8.821262 bohr^-4
Z=4: Im M/Q_W = 2.5291e-16 hartree
fitted power of Z: 4.000000
Z=1: |M/Q_W| = 2.6883e-17 eV
Z=1: |M/Q_W|/h = 6.5003e-03 Hz
chosen 2s-2p1/2 splitting: 1.0 GHz
Z=1: mixing amplitude per Q_W = 6.500e-12
largest forbidden/allowed element: 4.6e-17
swapped term, ratio on doubling ball radius: 1.9990
finite-size slope in Z*radius: -0.9995
ball radius for Dirac test: 3.0 fm = 5.6692e-05 bohr
Z=1: Dirac/nonrelativistic factor = 1.000612
Z=2: Dirac/nonrelativistic factor = 1.002303
Z=5: Dirac/nonrelativistic factor = 1.013248
Z=10: Dirac/nonrelativistic factor = 1.050216
growth of relativistic excess, Z=1 to 2: 3.762
done: every assertion held
```
